# Interface curvature and the stopping radius in solid-phase regrowth

## A small crystal that retreats

Take a crystal growing into its amorphous phase at 873 K, with each atom that joins the crystal lowering the bulk free energy by 0.10 eV. In the model treated here, a sphere of radius 1.0 nm advances at 0.56 of the speed of a flat front under one kinetic assumption and at 0.38 under another. A sphere of radius 0.5 nm does not advance at all: on average it shrinks, although the bulk gain is still 0.10 eV per atom. The difference comes from the interface, whose area must increase when a sphere grows.

The example uses round, rough values in the regime of implanted amorphous silicon annealed near 600 °C:

- bulk driving energy $\Delta\mu=0.10$ eV per atom,
- crystal volume per atom $\Omega=0.020\ \mathrm{nm^3}$,
- interface energy $\gamma=1.5\ \mathrm{eV/nm^2}$,
- thermal energy $kT=0.0752$ eV.

## Free energy and conventions

Temperature and external pressure are fixed, and the material has one component. The interface is sharp, with a free energy $\gamma$ per area that depends neither on orientation nor on curvature. Elastic energy is left out. The restrictions on the interface and on elastic energy are examined below.

Let $V$ be the volume of crystal and $A$ the area of its interface. The bulk free energy released per volume of new crystal is

$$g=\frac{\Delta\mu}{\Omega}=\frac{0.10}{0.020}=5.0\ \mathrm{eV/nm^3}.$$

Because $\Omega$ is the atomic volume in the crystal, $V/\Omega$ counts the crystallized atoms even if the two phases differ in density. Relative to wholly amorphous material,

$$G=-gV+\gamma A. \tag{1}$$

The first term favours growth when $g>0$; the second is the cost of the interface.

## The driving energy at a curved front

Move each point of the interface by a small distance $f$ along the normal pointing out of the crystal. The distance may vary from point to point. To first order, a patch of area $dA$ sweeps the volume $f\,dA$, so

$$\delta V=\int f\,dA.$$

For the change of area, choose the sides $ds_1$ and $ds_2$ of the patch along the two principal directions, with radii of curvature $R_1$ and $R_2$. A radius counts as positive if its centre lies on the crystal side. An arc of radius $R_1$ subtends the angle $ds_1/R_1$. After the displacement its radius is $R_1+f$ and its length is

$$(R_1+f)\frac{ds_1}{R_1}=\left(1+\frac{f}{R_1}\right)ds_1.$$

The other side changes likewise. The new area of the patch is therefore

$$\left(1+\frac{f}{R_1}\right)\left(1+\frac{f}{R_2}\right)ds_1ds_2
=\left[1+f\left(\frac1{R_1}+\frac1{R_2}\right)\right]dA+O(f^2).$$

If $f$ varies along the surface, the patch also tilts. Tilting lengthens it by a factor that departs from one only in second order in the slope of $f$, so it does not enter here. With

$$K=\frac1{R_1}+\frac1{R_2},$$

the first-order change of area is $\delta A=\int Kf\,dA$. Equation (1) gives

$$\delta G=-g\int f\,dA+\gamma\int Kf\,dA
=-\int(g-\gamma K)f\,dA.$$

The free energy released per volume swept at a given point is thus

$$P=g-\gamma K. \tag{2}$$

This is the net driving energy. Curvature leaves the bulk release $g$ unchanged; a convex crystal must also pay for new interface, and the cost can exceed $g$. Since $f$ was arbitrary, the result holds locally on any smooth interface and does not require a sphere.

## Sphere, rod, flat front and pocket

For a sphere $R_1=R_2=R$, so $K=2/R$ and

$$P=g-\frac{2\gamma}{R}.$$

Growth loses its driving energy when $P=0$:

$$R_{\rm stop}=\frac{2\gamma}{g}=\frac{2\gamma\Omega}{\Delta\mu}. \tag{3}$$

Substituting $2\gamma=gR_{\rm stop}$ gives the equivalent form

$$P=g\left(1-\frac{R_{\rm stop}}R\right).$$

In the example,

$$R_{\rm stop}=\frac{2(1.5)}{5.0}=0.60\ \mathrm{nm}.$$

Multiplying $P$ by $\Omega$ gives the net driving energy per atom,

$$\Delta\mu_{\rm eff}=\Delta\mu-\frac{2\gamma\Omega}{R}. \tag{4}$$

At $R=1.0$ nm the interface takes $2(1.5)(0.020)/1.0=0.060$ eV, leaving 0.040 eV. At 0.5 nm it takes 0.120 eV, more than the bulk supplies, and the net value is $-0.020$ eV.

A long rod is curved in one direction only. Then $R_1=R$, $1/R_2=0$ and $K=1/R$, so its stopping radius is

$$R_{\rm rod}=\frac{\gamma}{g}=0.30\ \mathrm{nm}.$$

This compares rods that stay uniform along their length. For a flat front $K=0$ and the full $g$ is available.

An amorphous pocket enclosed by crystal has the opposite curvature. The centres of curvature lie on the amorphous side, so $K=-2/R$ and

$$P_{\rm pocket}=g+\frac{2\gamma}{R}.$$

For a pocket of radius 2.0 nm this is $5.0+2(1.5)/2.0=6.5\ \mathrm{eV/nm^3}$. Closing the pocket removes interface, which adds to the driving energy. The growth of $P_{\rm pocket}$ without limit as $R\to0$ is not physical: a pocket of a few atoms has no sharp interface.

## The stopping point is unstable

For a sphere, equation (1) reads

$$G(R)=-\frac{4\pi}{3}gR^3+4\pi\gamma R^2.$$

Its derivatives are

$$G'(R)=-4\pi gR^2+8\pi\gamma R,\qquad
G''(R)=-8\pi gR+8\pi\gamma.$$

The first vanishes at $R=2\gamma/g$, in agreement with (3). There $gR_{\rm stop}=2\gamma$, hence

$$G''(R_{\rm stop})=-16\pi\gamma+8\pi\gamma=-8\pi\gamma<0.$$

The free energy has a maximum. A slightly larger sphere lowers its free energy by growing, and a slightly smaller one by shrinking. A free growing sphere therefore does not come to rest at $R_{\rm stop}$. The radius separates free spheres that grow from those that dissolve. A confined front can behave differently. A cap pinned at the rim of a circular window of radius $a<R_{\rm stop}$ has a radius of curvature that falls from infinity towards $a$ as it bulges out. $P$ then changes from positive to negative when that radius passes $R_{\rm stop}$, and the front rests there in a local minimum of $G$.

The height of the maximum is

$$\begin{aligned}
G_{\rm stop}&=-\frac{4\pi}{3}g\frac{8\gamma^3}{g^3}
+4\pi\gamma\frac{4\gamma^2}{g^2}\\
&=\left(-\frac{32}{3}+16\right)\frac{\pi\gamma^3}{g^2}
=\frac{16\pi\gamma^3}{3g^2}.
\end{aligned}\tag{5}$$

With the example's values,

$$G_{\rm stop}=\frac{16\pi(1.5)^3}{3(5.0)^2}=2.26\ \mathrm{eV}=30.1\,kT.$$

The sign of $G$ is not the criterion for growth. Setting $G=0$ gives $R=3\gamma/g=0.90$ nm. Between 0.60 and 0.90 nm a sphere still has more free energy than the amorphous material it replaced, yet it lowers its free energy by growing. What matters is the slope of $G$.

Equation (5) links regrowth to the nucleation that competes with it. A new crystallite formed by fluctuations inside the amorphous layer must pass this barrier. A flat regrowth front has no such curvature barrier in this isotropic model (a faceted front, which advances by forming ledges, is not covered), and a crystallite left by an incomplete implant that already exceeds $R_{\rm stop}$ starts beyond it. At fixed $g$, the stopping radius is proportional to $\gamma$ but the barrier to $\gamma^3$, so nucleation is much more sensitive to the interface energy.

## From driving energy to speed

The stopping radius follows from free energy alone. The speed needs a kinetic assumption. Let atoms join and leave one at a time, with rates $k_+$ and $k_-$ per interface site. Detailed balance requires

$$\frac{k_+}{k_-}=\exp\left(\frac{\Delta\mu_{\rm eff}}{kT}\right),$$

where the free-energy change of one step has been replaced by its continuum value. Suppose also that the barrier to joining does not depend on curvature, so that $k_+$ is the same at every $R$. The interface speed is proportional to

$$k_+-k_-=k_+\left[1-\exp\left(-\frac{\Delta\mu_{\rm eff}}{kT}\right)\right].$$

Write $x=\Delta\mu/kT$. Since $\Delta\mu_{\rm eff}/kT=x(1-R_{\rm stop}/R)$, division by the flat-front value gives

$$\frac{v}{v_{\rm flat}}=
\frac{1-\exp[-x(1-R_{\rm stop}/R)]}{1-e^{-x}}. \tag{6}$$

Here $x=0.10/0.0752=1.33$. At $R=1.0$ nm, $x(1-0.60)=0.532$, and (6) gives

$$\frac{1-e^{-0.532}}{1-e^{-1.329}}=0.56.$$

At 2.0 nm the ratio is 0.82, and at 5.0 nm it is 0.94.

If $x$ and $x|1-R_{\rm stop}/R|$ are both small, expanding the exponentials to first order gives

$$\frac{v}{v_{\rm flat}}\simeq1-\frac{R_{\rm stop}}R.$$

This would give 0.40 at 1.0 nm, well below 0.56. The reason is the shape of $1-e^{-xs}$ as a function of $s=1-R_{\rm stop}/R$. It is concave, so for $0<s<1$ it lies above the straight line joining its values at $s=0$ and $s=1$. Under this kinetic assumption, part of the driving energy can be lost with a less than proportional loss of speed.

For a large sphere put $\epsilon=R_{\rm stop}/R\ll1$, with $x\epsilon\ll1$. The numerator of (6) becomes

$$1-e^{-x}e^{x\epsilon}\simeq(1-e^{-x})-x\epsilon e^{-x}.$$

Dividing by $1-e^{-x}$ and multiplying top and bottom of the last term by $e^x$,

$$\frac{v}{v_{\rm flat}}\simeq1-\frac{x}{e^x-1}\frac{R_{\rm stop}}R.$$

The factor $x/(e^x-1)$ is 0.478 here, so the leading loss of speed is about half the fractional loss of driving energy.

One can also ask how large a sphere must be to reach a fraction $f_v$ of the flat speed. Setting (6) equal to $f_v$ and taking the logarithm,

$$-x\left(1-\frac{R_{\rm stop}}R\right)=\ln[1-f_v(1-e^{-x})].$$

Solving for $R$,

$$R=\frac{R_{\rm stop}}{1+x^{-1}\ln[1-f_v(1-e^{-x})]}.$$

The results are 3.25 nm for 90% and 29.1 nm for 99% of the flat speed. They belong to the rate law (6); the evenly shared barrier below gives about 7 and 70 nm. With the example's values, curvature stops growth only at sub-nanometre size, but its last per cent of influence on speed persists to tens of nanometres.

A different kinetic assumption changes these speeds. If the driving energy is shared evenly, lowering the forward barrier by $\Delta\mu_{\rm eff}/2$ and raising the backward one by the same amount, then

$$k_+-k_-\propto e^{\Delta\mu_{\rm eff}/2kT}-e^{-\Delta\mu_{\rm eff}/2kT},$$

and

$$\frac{v}{v_{\rm flat}}=
\frac{\sinh[x(1-R_{\rm stop}/R)/2]}{\sinh(x/2)}.$$

This gives 0.376 at 1.0 nm and 0.675 at 2.0 nm, against 0.561 and 0.824 from (6). The loss of speed is now slightly more than proportional to the loss of driving energy, because the hyperbolic sine is convex for positive argument. Both laws vanish at the same radius, because forward and backward rates are equal when $\Delta\mu_{\rm eff}=0$.

## Thermal fluctuations near the stopping radius

Let $R=R_{\rm stop}+w$. Since $G$ is a cubic polynomial with $G'''=-8\pi g$, its expansion ends at third order:

$$G=G_{\rm stop}-4\pi\gamma w^2-\frac{4\pi}{3}gw^3.$$

The cubic term cancels in the average over $+w$ and $-w$. The mean drop equals $kT$ when

$$w=\sqrt{\frac{kT}{4\pi\gamma}}
=\sqrt{\frac{0.0752}{4\pi(1.5)}}=0.063\ \mathrm{nm}.$$

Within roughly this distance of $R_{\rm stop}$, random gains and losses of atoms compete with the average drift.

To find the odds, describe the crystallite by its number of atoms $N$. Let the total joining rate $a_N$ be proportional to $N^{2/3}$, as the surface area is, and fix the total leaving rate $b_N$ by detailed balance. Let $p_N$ be the probability of reaching 400 atoms before dissolving to one. The next event changes $N$ by one, so

$$(a_N+b_N)p_N=a_Np_{N+1}+b_Np_{N-1},$$

which rearranges to

$$p_{N+1}-p_N=\frac{b_N}{a_N}(p_N-p_{N-1}).$$

The end values are $p_1=0$ and $p_{400}=1$. Below the stopping size $b_N>a_N$, apart from small one-atom corrections, and the steps in $p_N$ increase with $N$; above it they decrease. The probability thus rises most steeply near the top of the barrier. Numerical solution gives:

| Radius (nm) | Probability of growth |
|---:|---:|
| 0.48 | 0.006 |
| 0.54 | 0.10 |
| 0.60 | 0.50 |
| 0.66 | 0.92 |
| 0.72 | 0.998 |

For this chain the radius of even odds agrees with $R_{\rm stop}$ to the printed 0.001 nm. That agreement belongs to these parameters and rates, and does not show that the continuum radius is so accurate for a real crystallite.

## What the simple interface leaves out

**Orientation.** Consider a rod whose interface energy depends on the angle $\theta$ of its outward normal. Let $s$ be arc length around the cross-section, counted counterclockwise, and $\kappa=d\theta/ds$ its curvature. A normal displacement $f$ changes a length element by $\kappa f\,ds$ and turns the normal by $-df/ds$. The interface energy per length of rod changes by

$$\delta E=\oint\left(\gamma\kappa f-\gamma'\frac{df}{ds}\right)ds.$$

Integrate the second term by parts. The boundary terms cancel on a closed curve, and $d\gamma'/ds=\gamma''\kappa$, so

$$\delta E=\oint(\gamma+\gamma'')\kappa f\,ds.$$

The stiffness $\gamma+\gamma''$ replaces $\gamma$ in the local driving energy. For a trial form $\gamma(\theta)=\gamma_0(1+a\cos4\theta)$,

$$\gamma+\gamma''=\gamma_0(1-15a\cos4\theta).$$

With $\gamma_0=1.5\ \mathrm{eV/nm^2}$ and $a=0.02$, the local stopping radius on a circular rod ranges from 0.21 to 0.39 nm, instead of 0.30 nm everywhere. An anisotropy of 2% in energy becomes 30% in stiffness because two derivatives of $\cos4\theta$ bring a factor of $-16$, and adding $\gamma$ itself leaves $-15$. Such a rod does not stop all around at one radius; it changes shape. These numbers are radii of curvature, not sizes. If $h(\theta)$ is the distance from the centre to the tangent with normal $\theta$, the radius of curvature is $h+h''$. The stationary shape, with $h+h''=(\gamma+\gamma'')/g$, has $h=\gamma(\theta)/g$, which ranges only from 0.294 to 0.306 nm.

**Curvature-dependent interface energy.** A sphere of 0.60 nm contains only about 45 atoms. To estimate the effect of its finite interface width, replace $\gamma$ by $\gamma(1-2\delta/R)$ in $G(R)$. Then

$$G'(R)=-4\pi gR^2+8\pi\gamma(R-\delta)=0.$$

Dividing by $4\pi g$ and using $2\gamma/g=R_{\rm stop}$ gives

$$R^2-R_{\rm stop}R+R_{\rm stop}\delta=0.$$

The root that tends to $R_{\rm stop}$ as $\delta\to0$ is

$$R=\frac{R_{\rm stop}}2
\left(1+\sqrt{1-\frac{4\delta}{R_{\rm stop}}}\right).$$

For trial lengths $\delta=+0.05$ and $-0.05$ nm the radius becomes 0.545 and 0.646 nm. Neither the sign nor the size of $\delta$ is established here.

**Misfit strain.** If the crystal would fit the surrounding material only after a uniform linear strain $e$, elastic energy is stored. For a sphere in an isotropic matrix with the same elastic constants, let the interface move by a fraction $q$ of the free misfit. With bulk modulus $B$ and shear modulus $S$, the energy per crystal volume is

$$u(q)=e^2\left[\tfrac92B(1-q)^2+6Sq^2\right].$$

The first term is the uniform volume strain of the sphere: a compression if the crystal is too large for its hole, a tension if it is too small, as for silicon, whose crystal is the denser phase. The second comes from the matrix displacement $qeR^3/r^2$, whose strains are $-2$, $1$ and $1$ times $qeR^3/r^3$. The energy density is $6Sq^2e^2R^6/r^6$; its integral outside the sphere is $8\pi Sq^2e^2R^3$, or $6Sq^2e^2$ per sphere volume. Minimizing over $q$ gives

$$q=\frac{3B}{3B+4S},\qquad
u=\frac{18BS}{3B+4S}e^2=\frac{Ye^2}{1-\nu},$$

where the last step uses $B=Y/[3(1-2\nu)]$ and $S=Y/[2(1+\nu)]$, with Young modulus $Y$ and Poisson ratio $\nu$. For rough values $Y=130$ GPa, $\nu=0.28$ (those of silicon along $\langle100\rangle$, used here as if isotropic) and $|e|=0.6\%$, $u=0.041\ \mathrm{eV/nm^3}$, or 0.8% of $g$. Replacing $g$ by $g-u$ moves the stopping radius from 0.600 to 0.605 nm.

## Reading the result for annealed silicon

The parameters above are intended as rough values for amorphous silicon near 600 °C, not as a fit to one sample. The free energy of the amorphous phase depends on how it was made and relaxed. With $\gamma$ and $\Omega$ fixed, changing $\Delta\mu$ to 0.08 or 0.12 eV moves the stopping radius to 0.75 or 0.50 nm. The interface energy is also uncertain, and the radius changes in proportion to it. The trial corrections to the sharp, isotropic interface move the sphere's radius by 8 to 9% and the rod's local radius of curvature by up to 30% (its stationary half-width by 2%), relative to their uncorrected values; these sizes follow from the trial values chosen and are not estimates for silicon. A stopping radius of roughly half to three quarters of a nanometre is therefore a fair reading of this model for the stated range of $\Delta\mu$ at $\gamma=1.5\ \mathrm{eV/nm^2}$ ($0.24\ \mathrm{J/m^2}$), but not a measured threshold. With $\gamma=2.5\ \mathrm{eV/nm^2}$ ($0.40\ \mathrm{J/m^2}$) and $\Delta\mu=0.10$ eV, the radius would be 1.0 nm and the barrier about 10 eV. Growth speed in silicon also depends on crystal direction, which (6) omits; direction-dependent mobility alone changes how fast a front moves, not where its driving energy vanishes.

The values at further radii are in the numerical output below.

## Numbers as computed

```
bulk driving energy per atom: 0.10 eV
atomic volume: 0.020 nm^3
interface energy: 1.50 eV/nm^2
temperature: 873 K
thermal energy kT: 0.0752 eV
bulk driving energy per volume g: 5.00 eV/nm^3
x = dmu/kT: 1.329 (no unit)
sphere stopping radius: 0.600 nm
rod stopping radius: 0.300 nm
atoms in stopping sphere: 45.2
barrier at stopping radius: 2.262 eV
barrier / kT: 30.1 (no unit)
R (nm) | net drive (eV/atom) | v/v_flat (no unit)
0.5 | -0.0200 | -0.414
0.6 | 0.0000 | 0.000
0.7 | 0.0143 | 0.235
1.0 | 0.0400 | 0.561
2.0 | 0.0700 | 0.824
5.0 | 0.0880 | 0.938
20.0 | 0.0970 | 0.985
large-R loss factor x/(e^x-1): 0.478 (no unit)
radius for 90% of flat speed: 3.25 nm
radius for 99% of flat speed: 29.1 nm
pocket radius: 2.0 nm
pocket driving energy: 6.50 eV/nm^3
fluctuation half-width: 0.063 nm
even-odds radius: 0.600 nm
growth probability at 0.48 nm: 0.006
growth probability at 0.54 nm: 0.097
growth probability at 0.60 nm: 0.500
growth probability at 0.66 nm: 0.918
growth probability at 0.72 nm: 0.998
trial curvature length: +/-0.05 nm
R_stop, positive length: 0.545 nm
R_stop, negative length: 0.646 nm
trial interface anisotropy: 2 %
rod local stopping radius, lowest: 0.210 nm
rod local stopping radius, highest: 0.390 nm
rough Young modulus: 130 GPa
rough Poisson ratio: 0.28 (no unit)
rough linear misfit: 0.6 %
misfit strain energy: 0.0406 eV/nm^3
strain energy / g: 0.81 %
R_stop with misfit strain: 0.605 nm
v/v_flat, evenly split barrier, R=1.0 nm: 0.376
v/v_flat, evenly split barrier, R=2.0 nm: 0.675
R_stop for dmu=0.08 eV: 0.750 nm
R_stop for dmu=0.12 eV: 0.500 nm
```
